# Normalizing the hard-wall triangular well by the Airy derivative

**1. Definitions and conventions**

An electron of charge \(-e\) (\(e>0\)) moves in the half-space \(z>0\) of a semiconductor. A hard wall at \(z=0\) represents the insulator, and a uniform field of magnitude \(F>0\) pushes the electron towards it. The potential energy is

\[
V(z)=eFz\quad(z>0),\qquad \psi(0)=0. \tag{1}
\]

The effective mass \(m\) for motion along \(z\) is constant. The principal axes of the mass tensor are taken along and across \(z\), so that motion parallel to the wall separates and adds its own kinetic energy. Electron–electron interaction is left out until Section 7. The wavefunction is real, with \(\int_0^\infty\psi^2dz=1\), and its sign is chosen so that \(\psi'(0)>0\).

The Airy function \(\mathrm{Ai}(x)\) is the solution of

\[
y''(x)=x\,y(x) \tag{2}
\]

that decays for \(x\to+\infty\). There \(\mathrm{Ai}\) and \(\mathrm{Ai}'\) fall as \(\exp(-\tfrac23x^{3/2})\) times a power of \(x\), so their products with any power of \(x\) vanish. A second, independent solution, \(\mathrm{Bi}\), grows without limit. The zeros of \(\mathrm{Ai}\) are called \(a_n\), with \(n=1,2,\dots\) counted from the one nearest the origin.

The result to be shown is

\[
\int_0^\infty \mathrm{Ai}^2\!\left(\frac zL+a_n\right)dz=L\,[\mathrm{Ai}'(a_n)]^2,
\qquad L=\left(\frac{\hbar^2}{2meF}\right)^{1/3}. \tag{3}
\]

In the dimensionless coordinate the norm depends on the derivative at the zero alone. In real length the factor \(L\), set by mass and field, enters as well.

**2. The bound states**

The Schrödinger equation is \(-(\hbar^2/2m)\psi''+eFz\psi=E\psi\). Solving for the second derivative and using the definition of \(L\),

\[
\psi''=\frac{2meF}{\hbar^2}\left(z-\frac{E}{eF}\right)\psi
=\frac1{L^3}\left(z-\frac{E}{eF}\right)\psi. \tag{4}
\]

Let \(x=z/L-E/(eFL)\). Then \(z-E/(eF)=Lx\) and \(d^2/dz^2=L^{-2}d^2/dx^2\). Both sides of (4) carry the factor \(L^{-2}\), and (2) remains. The point \(x=0\) is the classical turning point \(z=E/(eF)\).

A normalizable state cannot contain \(\mathrm{Bi}\), so \(\psi\propto\mathrm{Ai}(x)\). The wall lies at \(x=-E/(eFL)\), where \(\mathrm{Ai}\) must vanish. Hence

\[
E_n=-a_n\,eFL=|a_n|\,eFL,\qquad \psi_n(z)\propto\mathrm{Ai}\!\left(\frac zL+a_n\right). \tag{5}
\]

The use of \(|a_n|\) requires the zeros to be negative. From (2),

\[
(\mathrm{Ai}\,\mathrm{Ai}')'=\mathrm{Ai}'^2+x\,\mathrm{Ai}^2 .
\]

Suppose \(\mathrm{Ai}(x_0)=0\) with \(x_0\ge0\). Integrating from \(x_0\) to infinity gives zero on the left and a positive number on the right, a contradiction. On the negative side there are infinitely many zeros: for \(x<-k^2\), equation (2) has a stronger restoring coefficient than \(y''=-k^2y\), and Sturm's comparison theorem places a zero of \(\mathrm{Ai}\) between any two successive zeros of \(\sin kx\) in that region.

**3. The norm**

The integral of \(\mathrm{Ai}^2\) has an elementary primitive in terms of \(\mathrm{Ai}\) and \(\mathrm{Ai}'\). Differentiate \(x\mathrm{Ai}^2-\mathrm{Ai}'^2\) and replace \(\mathrm{Ai}''\) by \(x\mathrm{Ai}\):

\[
\frac{d}{dx}\left[x\mathrm{Ai}^2-\mathrm{Ai}'^2\right]
=\mathrm{Ai}^2+2x\mathrm{Ai}\,\mathrm{Ai}'-2\mathrm{Ai}'(x\mathrm{Ai})=\mathrm{Ai}^2. \tag{6}
\]

Integrate from an arbitrary point \(s\) to infinity. The bracket vanishes at the upper limit, and the lower limit enters with a minus sign:

\[
\int_s^\infty\mathrm{Ai}^2\,dx=\mathrm{Ai}'(s)^2-s\,\mathrm{Ai}(s)^2. \tag{7}
\]

For general \(s\) both the function and its derivative are needed. The hard wall puts the lower limit at a zero, \(s=a_n\), where the second term drops out. With \(dz=L\,dx\), equation (7) becomes (3).

The derivative cannot vanish there. A solution of (2) with \(y=y'=0\) at one point is zero everywhere, by uniqueness of the initial-value problem. Division by it is therefore allowed, and

\[
\psi_n(z)=\frac{1}{\sqrt L\,\mathrm{Ai}'(a_n)}\,\mathrm{Ai}\!\left(\frac zL+a_n\right). \tag{8}
\]

The derivative stands here with its sign. The slope of (8) at the wall is \(L^{-1}\mathrm{Ai}'(a_n)/[\sqrt L\,\mathrm{Ai}'(a_n)]=L^{-3/2}\), which is positive as agreed.

States of the same ladder are also orthogonal. Put \(u=z/L\) and \(\phi_n(u)=\mathrm{Ai}(u+a_n)\), so that \(\phi_n''=(u+a_n)\phi_n\). Then

\[
(\phi_m\phi_n'-\phi_n\phi_m')'=\phi_m\phi_n''-\phi_n\phi_m''=(a_n-a_m)\phi_m\phi_n. \tag{9}
\]

The bracket on the left vanishes at \(u=0\), because both functions do, and at infinity, because both decay. For \(n\ne m\) the integral of \(\phi_m\phi_n\) is therefore zero.

**4. Why the derivative at the wall fixes the norm**

The slope found below (8) gives

\[
\psi_n'(0)^2=\frac1{L^3}=\frac{2meF}{\hbar^2}, \tag{10}
\]

the same for every \(n\). A force balance explains this and supplies a second proof of (3). Take a bound state in any smooth potential \(V(z)\) behind a hard wall, with \(V\psi^2\to0\) at infinity. Multiply the Schrödinger equation by \(\psi'\) and integrate. The three terms are

\[
-\frac{\hbar^2}{2m}\int_0^\infty\psi''\psi'\,dz=\frac{\hbar^2}{4m}\psi'(0)^2,
\]
\[
\int_0^\infty V\psi\psi'\,dz=\frac12\int_0^\infty V(\psi^2)'\,dz=-\frac12\int_0^\infty V'\psi^2\,dz,
\]
\[
E\int_0^\infty\psi\psi'\,dz=\frac E2\left[\psi^2\right]_0^\infty=0 .
\]

The first two must add to the third, so that

\[
\frac{\hbar^2}{2m}\psi'(0)^2=\int_0^\infty V'(z)\,\psi^2\,dz. \tag{11}
\]

The right side is the mean force pressing the electron against the wall, and the left side is the wall's reaction. In a uniform field \(V'=eF\) leaves the integral, and the right side is \(eF\) times the norm. For the unnormalized function \(\mathrm{Ai}(z/L+a_n)\), whose slope at the wall is \(\mathrm{Ai}'(a_n)/L\), equation (11) reads

\[
\frac{\hbar^2}{2m}\frac{\mathrm{Ai}'(a_n)^2}{L^2}=eF\int_0^\infty\mathrm{Ai}^2\!\left(\frac zL+a_n\right)dz .
\]

Since \(\hbar^2/(2meF)=L^3\), this is (3). The simplicity of the norm thus rests on two conditions: a node at the wall and a force that does not depend on position. If the field varies with depth, (11) still holds, but it yields the mean force instead of the norm alone.

**5. Moments and the limit of high subbands**

Two further primitives follow in the same way. Differentiating and using (2),

\[
\frac{d}{dx}\left[x^2\mathrm{Ai}^2-x\mathrm{Ai}'^2+\mathrm{Ai}\mathrm{Ai}'\right]
=2x\mathrm{Ai}^2+2x^2\mathrm{Ai}\mathrm{Ai}'-\mathrm{Ai}'^2-2x^2\mathrm{Ai}\mathrm{Ai}'+\mathrm{Ai}'^2+x\mathrm{Ai}^2=3x\mathrm{Ai}^2,
\]

\[
\begin{aligned}
\frac{d}{dx}&\left[x^3\mathrm{Ai}^2-x^2\mathrm{Ai}'^2+2x\mathrm{Ai}\mathrm{Ai}'-\mathrm{Ai}^2\right]
=3x^2\mathrm{Ai}^2+2x^3\mathrm{Ai}\mathrm{Ai}'-2x\mathrm{Ai}'^2-2x^3\mathrm{Ai}\mathrm{Ai}'\\
&\quad+2\mathrm{Ai}\mathrm{Ai}'+2x\mathrm{Ai}'^2+2x^2\mathrm{Ai}^2-2\mathrm{Ai}\mathrm{Ai}'=5x^2\mathrm{Ai}^2 .
\end{aligned}
\]

Between \(a_n\) and infinity only the \(\mathrm{Ai}'^2\) terms at the lower limit survive. The integrals are \(a_n\mathrm{Ai}'(a_n)^2/3\) and \(a_n^2\mathrm{Ai}'(a_n)^2/5\). Division by the norm gives \(\langle x\rangle=a_n/3\) and \(\langle x^2\rangle=a_n^2/5\). With \(z=L(x-a_n)\),

\[
\langle z\rangle=\frac23|a_n|L,\qquad
\langle z^2\rangle=L^2a_n^2\left(\frac15-\frac23+1\right)=\frac8{15}a_n^2L^2. \tag{12}
\]

The mean potential energy is \(eF\langle z\rangle=\tfrac23E_n\), which leaves \(\tfrac13E_n\) for the kinetic energy along \(z\).

For large \(n\) the norm has a semiclassical form. Far to the left of the turning point,

\[
\mathrm{Ai}(x)\simeq\frac{1}{\sqrt\pi\,|x|^{1/4}}\sin\!\left(\tfrac23|x|^{3/2}+\tfrac\pi4\right).
\]

At a zero the sine vanishes and its cosine is \(\pm1\). The phase changes at the rate \(|x|^{1/2}\), so to leading order \(|\mathrm{Ai}'(a_n)|=|a_n|^{1/4}/\sqrt\pi\) and

\[
\mathrm{Ai}'(a_n)^2\simeq\frac{\sqrt{|a_n|}}{\pi}. \tag{13}
\]

The direct integral agrees: replacing \(\sin^2\) by its mean \(\tfrac12\) gives \(\int_0^{|a_n|}dt/(2\pi\sqrt t)=\sqrt{|a_n|}/\pi\). For \(n=1\), where \(a_1=-2.33811\), (13) gives 0.4867, while the computed value is 0.4917; the estimate is 1.0 % low. For \(n=3\), with \(a_3=-5.52056\), it gives 0.7479 against 0.7486, or 0.1 % low.

**6. A silicon inversion layer**

Consider electrons at a (100) silicon–oxide interface with a surface field of 0.5 MV/cm, that is \(eF=0.05\) eV/nm. Two of the six conduction valleys have the normal mass \(0.916\,m_0\) and form the heavy ladder. The other four have \(0.19\,m_0\) and form the light ladder. With \(\hbar^2/2m_0=0.03810\) eV nm², the heavy ladder has

\[
L^3=\frac{0.03810}{0.916\times0.05}=0.832\ \mathrm{nm^3},\qquad L=0.9405\ \mathrm{nm},\qquad eFL=0.04702\ \mathrm{eV}.
\]

The zeros and slopes of \(\mathrm{Ai}\) are found numerically. For the lowest state \(\mathrm{Ai}'(a_1)=0.70121\), so

\[
E_1=2.33811\times0.04702=0.110\ \mathrm{eV},\qquad
\frac1{\sqrt L\,\mathrm{Ai}'(a_1)}=\frac1{0.9698\times0.70121}=1.4705\ \mathrm{nm^{-1/2}} .
\]

The three lowest states of this ladder are:

| \(n\) | \(\mathrm{Ai}'(a_n)\) | \(E_n\) (eV) | \(\langle z\rangle\) (nm) | prefactor in (8) (nm\(^{-1/2}\)) |
|---|---|---|---|---|
| 1 | 0.7012 | 0.110 | 1.47 | 1.471 |
| 2 | −0.8031 | 0.192 | 2.56 | −1.284 |
| 3 | 0.8652 | 0.260 | 3.46 | 1.192 |

The prefactor shrinks in magnitude as the states spread out, yet all three have the squared wall slope \(1/L^3=1.202\) nm\(^{-3}\). At the same field the light ladder has \(L=1.589\) nm and begins at 0.186 eV, close to the second heavy level.

**7. What the triangular well leaves out**

*Curvature of the potential.* Let the acceptor density be \(N_A=6\times10^{17}\) cm\(^{-3}\) and the inversion density \(N_s=3\times10^{11}\) cm\(^{-2}\). Gauss's law with relative permittivity 11.7 gives a depletion charge of \(2.93\times10^{12}\) cm\(^{-2}\), spread over 48.9 nm. The field is then 0.5 MV/cm only at the surface. With \(\varepsilon_s\) the permittivity of silicon, the dopants add \(-e^2N_Az^2/(2\varepsilon_s)\) to the potential energy. By (12), \(\langle z^2\rangle=2.58\) nm² for the lowest state, and the first-order shift is −1.2 meV. The inversion charge, if placed wholly in the lowest subband, adds \(-(e^2N_s/\varepsilon_s)\int_0^zdz'\int_0^{z'}\psi_1^2dz''\), which shifts \(E_1\) by −1.7 meV.

*Image potential.* Silicon is more polarizable than the oxide (relative permittivity 3.9), so an electron is repelled by its image. For a thick oxide the energy is

\[
V_{\rm im}(z)=\frac{e^2}{16\pi\varepsilon_0}\,\frac{11.7-3.9}{11.7\,(11.7+3.9)}\,\frac1z .
\]

Its mean in the lowest state is +13.7 meV, the largest of the shifts of \(E_1\) considered here. With these three terms \(E_1\) becomes 120.7 meV to first order. Diagonalizing the Hamiltonian on a grid of 0.01 nm spacing, with the inversion charge held fixed, gives 119.7 meV, about 9 % above the triangular-well value.

*Penetration into the oxide.* Let the barrier be \(U=3.1\) eV and the oxide mass \(m_{\rm ox}=0.5\,m_0\). Neglecting the field in the oxide, the wavefunction decays there as \(e^{\kappa z}\) for \(z<0\), with \(\kappa=\sqrt{2m_{\rm ox}(U-E)}/\hbar\). Continuity of \(\psi\) and \(\psi'/m\) gives, on the silicon side,

\[
\frac{\psi(0)}{\psi'(0)}=\frac{m_{\rm ox}}{m\kappa}\equiv b
\quad\Rightarrow\quad
\frac{\mathrm{Ai}(s)}{\mathrm{Ai}'(s)}=\frac bL,\qquad s=-\frac{E}{eFL}. \tag{14}
\]

Near a zero \(\mathrm{Ai}(s)/\mathrm{Ai}'(s)\simeq s-a_n\), so \(s\simeq a_n+b/L\) and \(E\simeq E_n-eFb\). Here \(b=0.087\) nm, and the shift is −4.4 meV; solving (14) numerically gives −4.3 meV.

The interface is no longer a node, so the second term of (7) returns and supplies 1.9 % of the norm in silicon. The first term falls by nearly as much. With \(\delta=s-a_n\), equation (2) and its derivative give \(\mathrm{Ai}''(a_n)=0\) and \(\mathrm{Ai}'''(a_n)=a_n\mathrm{Ai}'(a_n)\), hence \(\mathrm{Ai}'(s)^2\simeq\mathrm{Ai}'(a_n)^2(1-|a_n|\delta^2)\), while \(-s\mathrm{Ai}(s)^2\simeq|a_n|\delta^2\mathrm{Ai}'(a_n)^2\). The terms of order \(\delta^2\) cancel. The probability of finding the electron in the oxide is \(7\times10^{-4}\).

This shift cannot simply be combined with the classical image term: once \(\psi(0)\ne0\), the mean of \(1/z\) diverges logarithmically at the interface. A joint treatment needs an image potential that stays finite there.

*Temperature.* At 300 K, \(k_BT=25.9\) meV. Each subband has a constant density of states, with parallel masses \(0.19\,m_0\) (heavy ladder) and \(\sqrt{0.19\times0.916}\,m_0\) (light ladder). Filling twelve uncorrected triangular-well levels of each ladder with Fermi statistics up to \(N_s\) puts the Fermi level 73 meV below \(E_1\), so the gas is non-degenerate. The lowest subband holds 78 % of the electrons and the light ladder 19 %. These shares are sensitive to the corrections above. Since \(b\propto1/m\), equation (14) applied to the light ladder lowers its first level by about 20 meV, against 4 meV for the heavy one; with this shift alone the shares become about 67 % and 30 %. A one-subband picture is therefore rough at this temperature.

*Leakage and breakdown.* Continuity of the normal displacement gives an oxide field of 1.5 MV/cm, well below a rough breakdown field of 10 MV/cm. For a 2 nm oxide whose barrier falls linearly towards the gate, the semiclassical factor \(\exp(-2\int\kappa\,dz)\) is about \(2\times10^{-11}\), without its prefactor. Escape through the oxide hardly disturbs the bound-state description.

*The real device.* The doping, field and oxide thickness are rough typical values for a silicon transistor near threshold, and none is meant to be extreme. For a thick oxide the largest of the corrections to \(E_1\) computed above is the image term, which moves \(E_1\) by about 12 %. With a gate only 2 nm away, the gate's own image attracts the electron and cancels most of this shift. For an ideal metal gate, the electrostatics of the silicon–oxide–metal stack leaves about +3 meV in the lowest state, comparable in size with the penetration shift and opposite in sign. The gate's attraction varies slowly across the layer, so it cancels less of the change in level spacing: the image shift of \(E_2-E_1\) goes from −4.1 to −2.3 meV. The corrections considered so far thus leave \(E_1\approx0.11\) eV with an uncertainty of order 10 meV. Exchange and correlation among the electrons are also missing; they are not estimated here and add to this uncertainty. In this example the inversion charge supplies about 9 % of the surface field. When it becomes comparable with the depletion charge, the field falls markedly across the layer, and the Schrödinger and Poisson equations must be solved together. Equation (11) then still relates the wall slope to the mean force as long as the wall is taken as hard, but the Airy form (8) is at best a trial function.
